# Vacuum tunnelling from the K valley of monolayer MoS2

**Data for all parts.** An electron sits at the conduction-band edge of monolayer MoS2, at the K point. Its total energy is \(\varphi=4.3\) eV below the vacuum level. The lattice constant is \(a=0.316\) nm. Both values are chosen inputs and match the real material only roughly. The sheet lies in the plane \(\mathbf r=(x,y)\), and \(z\) points into the vacuum. Outside the sheet the potential is first taken as constant and set to zero, so the electron energy is \(E=-\varphi\). The mass in vacuum is the free-electron mass \(m\), with \(2m/\hbar^2=26.247\ \mathrm{eV^{-1}\,nm^{-2}}\). The decay constant \(\kappa\) refers to the amplitude, \(\psi\propto e^{-\kappa z}\).

### (a) Decay of a Bloch state

**Question.** A state has crystal momentum \(\mathbf k\). Find the decay constant of each of its in-plane Fourier components in the vacuum.

**Answer.** By Bloch's theorem the in-plane wave vectors in the state differ by reciprocal lattice vectors \(\mathbf G\):

\[
\psi(\mathbf r,z)=\sum_{\mathbf G}c_{\mathbf G}(z)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}.
\]

In the vacuum \(-(\hbar^2/2m)\nabla^2\psi=-\varphi\psi\). The in-plane derivatives give \(-|\mathbf k+\mathbf G|^2\), and plane waves with different \(\mathbf G\) are orthogonal over a unit cell. Each component therefore obeys its own equation:

\[
\frac{\hbar^2}{2m}\left(|\mathbf k+\mathbf G|^2c_{\mathbf G}-c_{\mathbf G}''\right)=-\varphi\,c_{\mathbf G}.
\]

Multiplying by \(2m/\hbar^2\) and solving for the second derivative gives

\[
c_{\mathbf G}''=\kappa_{\mathbf G}^2c_{\mathbf G},\qquad
\kappa_{\mathbf G}^2=\frac{2m\varphi}{\hbar^2}+|\mathbf k+\mathbf G|^2 .
\]

The solution that stays finite is \(e^{-\kappa_{\mathbf G}z}\). In-plane motion takes up kinetic energy, so at fixed total energy the energy left for motion along \(z\) is lower. Far from the sheet the component with the shortest \(|\mathbf k+\mathbf G|\) and a nonzero coefficient dominates.

### (b) The shortest wave vector at K

**Question.** The direct lattice vectors are \(\mathbf a_1=a(1,0)\) and \(\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})\), and \(\mathbf K=(2\mathbf b_1+\mathbf b_2)/3\). Find the shortest \(|\mathbf K+\mathbf G|\) and the number of waves that share it. Does threefold symmetry forbid them?

**Answer.** The conditions \(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\) give

\[
\mathbf b_1=\frac{2\pi}{a}\left(1,-\frac1{\sqrt3}\right),\qquad
\mathbf b_2=\frac{2\pi}{a}\left(0,\frac2{\sqrt3}\right).
\]

Hence \(\mathbf K=(4\pi/3a,\,0)\) and \(K=4\pi/(3a)\). Also \(|\mathbf b_1|^2=|\mathbf b_2|^2=3K^2\) and \(\mathbf b_1\cdot\mathbf b_2=-3K^2/2\).

Write \(\mathbf K+\mathbf G=(p\,\mathbf b_1+q\,\mathbf b_2)/3\), with \(p=3n_1+2\), \(q=3n_2+1\) and integers \(n_1,n_2\). Then

\[
|\mathbf K+\mathbf G|^2=\frac{3K^2}{9}(p^2+q^2-pq)
=K^2\left[\frac{(p+q)^2}{3}-pq\right].
\]

Since \(p+q\) is divisible by 3, the first term in the bracket is a multiple of 3. Since \(pq\) leaves remainder 2 on division by 3, the bracket leaves remainder 1. It is not negative, so the only candidates are 1, 4, 7 and so on, and zero is excluded. No component at K has zero in-plane momentum.

The value 1 requires \(p^2+q^2-pq=3\), or \((2p-q)^2+3q^2=12\). This restricts \(q\) to \(\pm1\) and \(\pm2\). The solutions with the required remainders are \((p,q)=(2,1),(-1,1),(-1,-2)\). Three waves share the length \(K\). The value 4 is reached by \((-4,-2)\), so the next length is \(2K\).

A rotation by 120° permutes the three waves \(\mathbf K_1,\mathbf K_2,\mathbf K_3\) cyclically. The combinations

\[
f_\mu(\mathbf r)=\sum_{j=1}^{3}e^{2\pi i\mu j/3}e^{i\mathbf K_j\cdot\mathbf r},\qquad \mu=0,1,2,
\]

contain each of the three rotation characters once. Whatever character the Bloch state has, one of them matches it. Threefold symmetry does not forbid the leading tail, although a particular potential could make its coefficient small.

### (c) Numerical decay constants

**Question.** Compare the K state with a state of the same total energy that has a component of zero in-plane momentum. What happens to the K state's decay constant as \(\varphi\to0\)?

**Answer.** For zero in-plane momentum

\[
\kappa_0=\sqrt{26.247\times4.3}\ \mathrm{nm^{-1}}
=\sqrt{112.9}\ \mathrm{nm^{-1}}=10.6\ \mathrm{nm^{-1}}.
\]

At K, \(K=4\pi/(3\times0.316\ \mathrm{nm})=13.26\ \mathrm{nm^{-1}}\), so

\[
\kappa_K=\sqrt{\kappa_0^2+K^2}
=\sqrt{112.9+175.7}\ \mathrm{nm^{-1}}=17.0\ \mathrm{nm^{-1}}.
\]

In-plane momentum thus raises the amplitude decay constant from 10.6 to about 17 per nanometre. The squares add because the energies of motion along and across the sheet add. The same decay would come from a one-dimensional barrier of height

\[
\varphi+\frac{\hbar^2K^2}{2m}=4.3+6.69=10.99\ \mathrm{eV}.
\]

As \(\varphi\to0\), \(\kappa_K\to K=13.3\ \mathrm{nm^{-1}}\), whereas \(\kappa_0\to0\). At the vacuum level the K state still decays, because its energy is below the in-plane kinetic energy that a free electron of this momentum would need.

A three-dimensional model sheet tests the result. Its attractive potential has the profile \(\exp[-(z/0.1\ \mathrm{nm})^4]\) and six in-plane Fourier components, each 12 % of the uniform part. Its strength is adjusted to hold the total energy at \(-4.3\) eV. Between 0.6 and 1.0 nm from the mid-plane, the computed density gives \(\kappa=16.97\ \mathrm{nm^{-1}}\) for each rotation character at K, and \(10.62\ \mathrm{nm^{-1}}\) at \(\Gamma\). The shortfall of \(0.02\ \mathrm{nm^{-1}}\) at K is discretization error along \(z\). A more accurate grid gives \(16.99\ \mathrm{nm^{-1}}\).

### (d) Rate across a gap

**Question.** A collector faces the sheet across a vacuum gap \(d=1.0\) nm. To leading order in the coupling, find how the rate depends on \(d\) and which collector states can take part. Evaluate the exponential factors.

**Answer.** In the gap, take one component from each side, with real amplitudes \(A\) and \(B\):

\[
\psi_L=Ae^{-\kappa z}e^{i\mathbf q\cdot\mathbf r},\qquad
\psi_R=Be^{-\kappa(d-z)}e^{i\mathbf q'\cdot\mathbf r}.
\]

For weak overlap the coupling is the current-like integral over a plane in the gap,

\[
|t|=\frac{\hbar^2}{2m}\left|\int d^2r\left(\psi_L^*\frac{\partial\psi_R}{\partial z}-\psi_R\frac{\partial\psi_L^*}{\partial z}\right)\right|.
\]

The in-plane integral vanishes unless \(\mathbf q'=\mathbf q\). This is momentum conservation. When the two are equal, each term in the bracket contributes \(\kappa ABe^{-\kappa d}\), so per unit area

\[
|t|=\frac{\hbar^2\kappa}{m}|AB|\,e^{-\kappa d}.
\]

The golden-rule rate contains \(|t|^2\) and falls as \(e^{-2\kappa d}\). At fixed energy and in-plane momentum its prefactor does not depend on \(d\). A test on two equal wells, each 0.3 nm wide and with an isolated level 10.99 eV below the barrier top, supports the law for \(t\). Between gaps of 0.4 and 0.6 nm their level splitting \(2|t|\) decays with \(16.98\ \mathrm{nm^{-1}}\).

For \(d=1.0\) nm the factors are

\[
e^{-2\kappa_0d}=5.9\times10^{-10},\qquad
e^{-2\kappa_Kd}=1.8\times10^{-15}.
\]

Their ratio is \(e^{-2(\kappa_K-\kappa_0)d}=e^{-12.7}=3.0\times10^{-6}\). The rate drops tenfold over \(\ln10/(2\kappa)\), which is 0.068 nm at K and 0.108 nm for zero in-plane momentum. These are exponential factors, not complete currents.

The collector must offer a state at the same energy that contains one of the waves \(\mathbf K_j\). A free-electron metal with a Fermi energy of roughly 5.5 eV, about that of gold, has a Fermi wave number of \(12.0\ \mathrm{nm^{-1}}\). This is less than \(K\), so there is no direct elastic final state at its Fermi level. An electron that arrives at higher energy finds larger wave numbers. They reach \(K\) at a kinetic energy of 6.69 eV, about 1.2 eV above the Fermi level, and from there on direct transfer is possible. With a work function of 5.1 to 5.4 eV, roughly that of gold, and a flat vacuum level, the electron of this problem arrives 0.8 to 1.1 eV above the Fermi level, just short of this threshold. A drop of 0.5 V towards the collector takes it over. In a crystalline metal, the reciprocal vectors of the metal can supply the missing momentum.

### (e) When momentum is not conserved

**Question.** A static defect mixes in a component of zero in-plane momentum at the same energy. At the start of the gap its density is a fraction \(\eta<1\) of that of the K tail. Where does it take over?

**Answer.** The two components have different in-plane momenta, so their cross term vanishes in the lateral average. Their densities are equal when

\[
\eta\,e^{-2\kappa_0d}=e^{-2\kappa_Kd}
\quad\Longrightarrow\quad
d=\frac{\ln(1/\eta)}{2(\kappa_K-\kappa_0)} .
\]

For \(\eta=10^{-3}\) this gives \(6.91/12.7=0.54\) nm. At \(d=1.0\) nm a fraction of \(3.0\times10^{-6}\) is enough. The value of 17 per nanometre therefore describes the measured slope only when scattering is very weak or the gap is short.

The model sheet of part (c) shows the same takeover. A perturbation with 1 % of the strength of the sheet potential scatters one of the three leading waves to zero in-plane momentum. To first order, and with only the uniform part of the sheet potential acting on the scattered wave, this produces a tail with \(\kappa=10.62\ \mathrm{nm^{-1}}\). For the rotation character that needs the weakest potential, its relative density at 0.3 nm from the mid-plane is about \(4.5\times10^{-3}\). The formula puts the takeover 0.43 nm farther out, and the computed densities cross 0.43 nm beyond the same point. The fraction is specific to the model: the other two characters give about half of it and cross near 0.48 nm.

### (f) Corrections in a real gap

**Question.** For \(d=1.0\) nm, estimate the effects of image forces, a potential drop of 0.5 V towards the collector, and a temperature of 300 K. Take a band mass \(m^*=0.5\,m\) and an electron density of \(10^{12}\ \mathrm{cm^{-2}}\). How do they compare with uncertainty in the input data?

**Answer.** *Image forces.* Treat both sides as ideal metal planes. An electron midway between them has image charges of alternating sign at distances \(d,2d,3d,\dots\) on each side. With the factor \(\tfrac12\) for induced charge,

\[
U_{\rm mid}=\frac12\cdot2\sum_{n=1}^{\infty}\frac{(-1)^n e^2}{4\pi\varepsilon_0nd}
=-\frac{e^2\ln2}{4\pi\varepsilon_0d}=-1.00\ \mathrm{eV}.
\]

At a general position \(s=z/d\), images of the electron's own sign lie at distances \(2nd\) on each side, and images of opposite sign at \(2sd\), \(2(n-s)d\) and \(2(n+s)d\), with \(n=1,2,\dots\). With the same factor \(\tfrac12\), their sum is

\[
U=\frac{e^2}{16\pi\varepsilon_0d}\left[-\frac1s+\sum_{n=1}^{\infty}\left(\frac2n-\frac1{n-s}-\frac1{n+s}\right)\right].
\]

In the semiclassical approximation \(\kappa d\) becomes \(\int_0^d\kappa(z)\,dz\), with \(U\) added to the barrier and \(\kappa=0\) where the sum is negative. The mean decay constant falls from 17.0 to \(14.1\ \mathrm{nm^{-1}}\) at K, which raises the rate about 330 times. For zero in-plane momentum it falls from 10.6 to \(6.8\ \mathrm{nm^{-1}}\). The lower barrier is affected more, mainly because the zones next to the planes where \(\kappa=0\) are wider: 0.084 nm on each side against 0.033 nm at K. These zones account for 1.8 and \(1.1\ \mathrm{nm^{-1}}\) of the two shifts. Over the rest of the gap a small lowering \(\delta\) changes \(\kappa\) by \(-(2m/\hbar^2)\delta/(2\kappa)\), which contributes about 1.7 and \(1.6\ \mathrm{nm^{-1}}\). The mean over one gap is not the slope of the rate with distance. Near each plane the image energy falls off as the inverse distance, so its effect on \(\int\kappa\,dz\) grows only about as \(\ln d\). At K the reduction is 2.5, 2.9 and 3.3 for \(d=0.5\), 1 and 2 nm. Differentiating \(\int_0^d\kappa(z)\,dz\) with respect to \(d\) gives a slope of \(16.4\ \mathrm{nm^{-1}}\) at K and \(9.7\ \mathrm{nm^{-1}}\) for zero in-plane momentum. These are rough estimates: the classical energy diverges at the planes, where a real potential stays finite, and a lightly doped sheet is not an ideal metal. The rate factor is sensitive to this: limiting \(|U|\) to 4 eV reduces it from 330 to about 30, while the slope at K stays at \(16.4\ \mathrm{nm^{-1}}\).

*Field.* The drop corresponds to 5 MV/cm and lowers the barrier by 0.25 eV on average. At K this changes \(\kappa\) by about \(-26.247\times0.25/(2\times17.0)=-0.19\ \mathrm{nm^{-1}}\). The full semiclassical integral gives a mean of \(16.8\ \mathrm{nm^{-1}}\) and a rate 1.5 times larger.

*Temperature.* The density is 0.093 of the effective band density, so Boltzmann statistics serve. The momentum spread per axis is \(\sigma=\sqrt{m^*k_BT}/\hbar=0.41\ \mathrm{nm^{-1}}\). To first order, a shift \(q_x\) along \(\mathbf K\) changes \(\kappa\) by \((K/\kappa_K)q_x\). The Gaussian average of the rate factor is then

\[
\left\langle e^{-2d(K/\kappa_K)q_x}\right\rangle
=e^{2d^2(K/\kappa_K)^2\sigma^2}\approx1.2 .
\]

Keeping the quadratic terms and the band energy, at constant prefactor, gives 1.27. This counts the K valleys only.

*Input data.* A lattice constant 1 % larger changes \(\kappa_K\) by \(-0.10\ \mathrm{nm^{-1}}\), and a depth 0.2 eV larger changes it by \(+0.15\ \mathrm{nm^{-1}}\). Neither alters the rounded value of 17. The image-force shift of the mean, about \(-2.9\ \mathrm{nm^{-1}}\) at K, is far larger than these changes. The field shift of \(-0.19\ \mathrm{nm^{-1}}\) is comparable with them, and so is the thermal factor 1.27, which equals a shift of the mean by \(-\ln1.27/(2d)=-0.12\ \mathrm{nm^{-1}}\). The thermal exponent grows roughly as \(d^2\), so the slope of the rate with distance shifts by about twice as much.

*The real case.* The sheet parameters are rough values for MoS2. The real conduction band also has six Q valleys near \(K/2\), roughly 0.1 to 0.3 eV above the K minimum. For an offset of 0.2 eV, a mass of \(0.7\,m\) and tail amplitudes equal to those at K, their thermal population at 300 K decays with about \(12.3\ \mathrm{nm^{-1}}\) and outweighs the K tail about 20 times at 1 nm. The two break even for an offset near 0.28 eV. Phonons, like defects, can also supply the missing momentum. Of the effects estimated here, defects can change the slope of the rate with distance most: they can replace the K tail by one of nearly zero in-plane momentum, whose flat-barrier value is about 10.6 per nanometre. A point defect scatters into a range of momenta, which makes the slope somewhat steeper than this at a finite gap. Image forces may raise the rate by a factor of tens to hundreds, but they lower the slope at K only to about 16.4 per nanometre. An amorphous gate oxide lies outside the model: it has a different barrier and band structure, and its disorder breaks momentum conservation, so 17 per nanometre should not be used for gate leakage.

## Calculated quantities

```
Depth below vacuum: 4.3 eV
Lattice constant (rough): 0.316 nm
2m/hbar^2: 26.247 1/(eV nm^2)
K = shortest |K+G|: 13.26 1/nm
Number of shortest waves: 3
Next |K+G|: 26.51 1/nm
kappa_0^2: 112.9 1/nm^2
K^2: 175.7 1/nm^2
kappa_K^2: 288.6 1/nm^2
kappa_0: 10.62 1/nm
kappa_K: 16.99 1/nm
kappa of next waves: 28.56 1/nm
kappa_K - kappa_0: 6.36 1/nm
In-plane energy hbar^2 K^2/2m: 6.69 eV
Equivalent normal barrier: 10.99 eV
Model sheet at K, character 0: 16.97 1/nm
Model sheet at K, character 1: 16.97 1/nm
Model sheet at K, character 2: 16.97 1/nm
Model sheet at Gamma: 10.62 1/nm
Decay of two-sheet splitting: 16.98 1/nm
Gap d: 1.0 nm
exp(-2 kappa_0 d): 5.92e-10
exp(-2 kappa_K d): 1.76e-15
Ratio K to zero momentum: 2.97e-06
Distance per decade, kappa_0: 0.108 nm
Distance per decade, kappa_K: 0.068 nm
Scattered weight that breaks even at d: 2.97e-06
Takeover distance for weight 1e-3: 0.54 nm
Model with 1 % scatterer, slow tail: 10.62 1/nm
Its slow weight 0.3 nm from mid-plane: 4.44e-03
Takeover beyond that point, formula: 0.426 nm
Takeover beyond that point, model: 0.427 nm
Image energy at mid-gap: -1.00 eV
Mean kappa with image, zero momentum: 6.83 1/nm
Mean kappa with image, K: 14.09 1/nm
Rate factor from image, K: 331.9
Potential drop: 0.5 V; field: 5.0 MV/cm
Mean kappa with field, zero momentum: 10.31 1/nm
Mean kappa with field, K: 16.79 1/nm
Rate factor from field, K: 1.48
Temperature: 300 K; band mass: 0.5 m_e
Thermal momentum spread per axis: 0.41 1/nm
Rate factor from thermal spread: 1.27
Electron density: 1.0e+12 1/cm^2
Effective band density: 1.08e+13 1/cm^2
Density ratio (degeneracy): 0.093
kappa_K change, lattice +1 %: -0.10 1/nm
kappa_K change, depth +0.2 eV: 0.15 1/nm
Free-electron metal, Fermi energy: 5.5 eV (rough)
Its Fermi wave number: 12.01 1/nm
```
